\section*{Peak splittings of a lossy cavity and emitter versus the eigenvalue threshold, part 2}

A cavity mode ($a$, energy decay rate $\kappa=\kappa_1+\kappa_2$ through two mirrors) is resonant at $\omega_0$ with a two-level emitter ($\sigma=|g\rangle\langle e|$, decay rate $\gamma$ into side modes, coupling $g$), without pure dephasing. Here $\hbar=1$, $\delta=\omega-\omega_0$ and $\mathcal D[O]\rho=O\rho O^\dagger-\tfrac12\{O^\dagger O,\rho\}$. The amplitudes of $|g,1\rangle$ and $|e,0\rangle$ evolve with
\begin{equation}
H=\begin{pmatrix}-i\kappa/2&g\\ g&-i\gamma/2\end{pmatrix},
\end{equation}
whose eigenvalues are
\begin{equation}
\lambda_\pm=-\frac{i(\kappa+\gamma)}{4}\pm\sqrt{x_E},\qquad x_E=g^2-\frac{(\kappa-\gamma)^2}{16}.
\end{equation}
The resolvent $G(\delta)=(\delta-H)^{-1}$ has
\begin{equation}
G_{aa}=\frac{\delta+i\gamma/2}{D},\quad G_{ab}=G_{ba}=\frac gD,\quad G_{bb}=\frac{\delta+i\kappa/2}{D},
\end{equation}
with $D=(\delta+i\kappa/2)(\delta+i\gamma/2)-g^2$, and obeys
\begin{equation}
-2\,\mathrm{Im}\,G_{aa}=\kappa|G_{aa}|^2+\gamma|G_{ab}|^2,\qquad
-2\,\mathrm{Im}\,G_{bb}=\kappa|G_{ab}|^2+\gamma|G_{bb}|^2 .
\label{eq:optical}
\end{equation}
A weak probe through mirror 1 has transmission $T=\kappa_1\kappa_2|G_{aa}|^2$ and, with reflection $R$, absorption $A=1-R-T=\kappa_1\gamma|G_{ab}|^2$. An emitter excited at $t=0$ emits $S_{\rm mir}=\frac{\kappa}{2\pi}|G_{ab}|^2$ through the mirrors, $S_{\rm side}=\frac{\gamma}{2\pi}|G_{bb}|^2$ sideways, and $S_{\rm tot}$ in total.

With $x=\delta^2$, $P=g^2+\frac{\kappa\gamma}{4}$, $s=\frac{(\kappa+\gamma)^2}{4}$ and $Q=|D|^2=(x-P)^2+sx$, $A$ and $S_{\rm mir}$ are proportional to $1/Q$, and the others to $(x+c)/Q$ with
\begin{equation}
c_T=\frac{\gamma^2}{4},\qquad c_{\rm side}=\frac{\kappa^2}{4},\qquad c_{\rm tot}=\frac{\kappa P}{\gamma}=\frac{\kappa^2}{4}+\frac{\kappa g^2}{\gamma}.
\end{equation}
A maximum at $x>0$ gives the splitting $\Omega=2\sqrt x$; otherwise $\Omega=0$. Likewise $\Omega_E=2\sqrt{x_E}$ for the eigenvalues. The peak is at $x_A=P-\frac s2$ for $1/Q$, and otherwise at the zero of $f(x,c)=x^2-P^2+2c\,(x-x_A)$, which increases on $x\ge0$:
\begin{equation}
x(c)=\sqrt{(P+c)^2-cs}-c .
\label{eq:xc}
\end{equation}
Splitting begins at $g_E=|\kappa-\gamma|/4$, $g_A^2=(\kappa^2+\gamma^2)/8$ and
\begin{align}
g_T^2&=\frac\gamma4\Big[\sqrt{(\kappa+\gamma)^2+\gamma^2}-(\kappa+\gamma)\Big],\\
g_{\rm side}^2&=\frac\kappa4\Big[\sqrt{(\kappa+\gamma)^2+\kappa^2}-(\kappa+\gamma)\Big],\\
g_{\rm tot}^2&=\frac{\kappa^3}{4(2\kappa+\gamma)} .
\end{align}
Part (c) derived, for $x(c)>0$, that a smaller $c$ gives a larger splitting, so $\Omega_A=\Omega_{\rm mir}\le\Omega_{\rm tot}\le\Omega_{\rm side}$ and $\Omega_A\le\Omega_T$, with $\Omega_T\ge\Omega_{\rm side}$ for $\gamma<\kappa$.

What remains is (d) to compare these splittings with $\Omega_E$ and find their behaviour at large $g$, and (e) to evaluate everything for $\kappa=0.20$~eV with equal mirrors, $\gamma=0.05$~eV and $g=0.08$, $0.05$, $0.03$~eV.

\subsection*{(d) Comparison with the eigenvalues}

In the present variables $x_E=P-s/4$, because $\kappa\gamma/4-(\kappa+\gamma)^2/16=-(\kappa-\gamma)^2/16$. It lies midway between $x_A=P-s/2$ and $P$, and
\begin{equation}
x_E-x_A=g_A^2-g_E^2=\frac{(\kappa+\gamma)^2}{16}.
\end{equation}
The difference is the square of the common half width $(\kappa+\gamma)/4$. For $x_E>0$, $Q=|\delta-\lambda_+|^2|\delta-\lambda_-|^2$, so $A$ is a product of two Lorentzians of that half width centred at $\pm\sqrt{x_E}$, and it has a doublet if and only if $\sqrt{x_E}$ exceeds the half width.

For the other spectra and $x_E>0$, monotony of $f$ implies that $\Omega>\Omega_E$ if and only if $f(x_E,c)<0$. Evaluating,
\begin{equation}
f(x_E,c)=-\frac s4\Big(2P-\frac s4\Big)+2c\,\frac s4=\frac s2\Big(c-P+\frac s8\Big).
\end{equation}
For transmission, $P-s/8-c_T=g^2-[(\kappa+\gamma)^2-8\kappa\gamma+8\gamma^2]/32=g^2-(\kappa-3\gamma)^2/32$, and side emission follows by exchange. For $x_E>0$,
\begin{equation}
\Omega_T>\Omega_E\iff g^2>\frac{(\kappa-3\gamma)^2}{32},\qquad
\Omega_{\rm side}>\Omega_E\iff g^2>\frac{(3\kappa-\gamma)^2}{32}.
\label{eq:cross}
\end{equation}
For the total emission, $c_{\rm tot}-P+s/8=P(\kappa-\gamma)/\gamma+s/8$ is positive when $\kappa\ge\gamma$, and then $\Omega_{\rm tot}<\Omega_E$. For $\gamma>\kappa$ it turns negative, and $\Omega_{\rm tot}>\Omega_E$, once $P>\gamma s/8(\gamma-\kappa)$. All these comparisons assume $x_E>0$. For $x_E\le0$, $\Omega_E=0$, and $\Omega>\Omega_E$ means only that $g$ exceeds the threshold of that spectrum found in (c).

The eigenvalue condition is not sufficient for a doublet. At $\kappa=\gamma$ it gives $g_E=0$, while $g_T^2=(\gamma^2/4)(\sqrt5-2)$ and $g_A=\gamma/2$ are finite. It is not necessary either. For $\gamma\ll\kappa$, expanding the root as $\sqrt{(\kappa+\gamma)^2+\gamma^2}\simeq\kappa+\gamma+\gamma^2/2(\kappa+\gamma)$ gives $g_T^2\simeq\gamma^3/8\kappa$, far below $g_E^2\simeq\kappa^2/16$.

The Purcell regime shows what such a doublet is. Let $C=4g^2/\kappa\gamma$ and write $D=(\delta+i\kappa/2)\,[\delta+i\gamma/2-g^2/(\delta+i\kappa/2)]$. For $|\delta|\ll\kappa$ the last term is $-g^2/(i\kappa/2)=i\gamma C/2$, and the bracket becomes $\delta+i\gamma(1+C)/2$. This is consistent across the narrow feature if $\gamma(1+C)\ll\kappa$. Then
\begin{equation}
|G_{bb}|^2\simeq\frac{1}{\delta^2+\gamma^2(1+C)^2/4},\qquad
T\simeq\frac{\kappa_1\kappa_2}{\delta^2+\kappa^2/4}\;\frac{\delta^2+\gamma^2/4}{\delta^2+\gamma^2(1+C)^2/4}.
\end{equation}
The side emission is one line with the Purcell-broadened width $\gamma(1+C)$, and the transmission is the cavity Lorentzian multiplied by a factor with a narrow dip. Two maxima flank the dip once $g>g_T$, that is $C>\gamma^2/2\kappa^2$ approximately. Well above that value they lie at $x_T\simeq(\kappa\gamma/4)\sqrt{C^2+2C}$, outside the dip of width $\gamma(1+C)$ and inside the cavity line. The value at the centre needs no approximation: $Q(0)=P^2$ and $P=\kappa\gamma(1+C)/4$ give
\begin{equation}
T(0)=\frac{\kappa_1\kappa_2\gamma^2/4}{P^2}=\frac{4\kappa_1\kappa_2}{\kappa^2}\,\frac{1}{(1+C)^2}.
\end{equation}

At large $g$, expanding the root in \eqref{eq:xc} gives $x(c)\simeq P-cs/2(P+c)$. For fixed $c$ ($T$ and side) the correction is of order $g^{-2}$. For $c=\kappa P/\gamma$ it is $\kappa s/2(\kappa+\gamma)=\kappa(\kappa+\gamma)/8$. Writing $x=g^2+\Delta$ up to terms of order $g^{-2}$, $\Omega=2g\sqrt{1+\Delta/g^2}\simeq2g+\Delta/g$ with
\begin{equation}
\Delta_T=\Delta_{\rm side}=\frac{\kappa\gamma}{4},\quad \Delta_E=-\frac{(\kappa-\gamma)^2}{16},\quad
\Delta_{\rm tot}=\frac{\kappa(\gamma-\kappa)}{8},\quad \Delta_A=-\frac{\kappa^2+\gamma^2}{8}.
\end{equation}
All splittings tend to $2g$, those of $T$ and $S_{\rm side}$ from above and that of $A$ from below.

The results fail outside the model in identifiable places. The rotating-wave Hamiltonian needs $g\ll\omega_0$. A strong probe makes $\langle\sigma^\dagger\sigma a\rangle$ matter. A detuning $\epsilon$ of the cavity from the emitter, with $\delta$ measured from their mean frequency, gives $D=(\delta-\epsilon/2+i\kappa/2)(\delta+\epsilon/2+i\gamma/2)-g^2$, whose imaginary part is $\delta(\kappa+\gamma)/2+\epsilon(\kappa-\gamma)/4$. Then $|D|^2$ contains the odd term $\delta\epsilon(\kappa^2-\gamma^2)/4$, which vanishes only at $\kappa=\gamma$, and the numerators of $|G_{aa}|^2$ and $|G_{bb}|^2$ are no longer even in $\delta$. Pure dephasing, $\gamma_\phi\mathcal D[\sigma^\dagger\sigma]$, mixes the one-excitation state, so the factorization of the emission integral is lost, but most lineshapes survive. The coherences evolve with $H$ taken at $\gamma'=\gamma+\gamma_\phi$, and a dephasing jump returns the system to $|e,0\rangle$. The time-integrated state of an excited emitter is therefore proportional to that of the problem with $\gamma'$, and $S_{\rm mir}$, $S_{\rm side}$, $A$ and the coherent part of $T$ keep their shapes with $\gamma\to\gamma'$. Two things change. The weights in $S_{\rm tot}$ remain $\kappa$ and $\gamma$, so $c_{\rm tot}=\kappa^2/4+\kappa g^2/\gamma$ while $P$ and $s$ contain $\gamma'$, and the transmitted power acquires an incoherent part. For $\kappa=0.20$~eV, $g=0.08$~eV and $\gamma=\gamma_\phi=0.025$~eV, $\Omega_{\rm tot}$ is $0.083$~eV in place of $0.092$~eV, and the total transmitted power is split by $0.178$~eV in place of $0.183$~eV. An internal cavity loss $\kappa_i$, included in $\kappa$, adds $\kappa_1\kappa_i|G_{aa}|^2$ to $1-R-T$ by the same identity \eqref{eq:optical}, and $A$ no longer has a constant numerator.

\subsection*{(e) Numbers}

For $\kappa=0.20$~eV and $\gamma=0.05$~eV, $s=(0.20+0.05)^2/4=0.015625$~eV$^2$ and the mean damping is $0.0625$~eV. At $g=0.08$~eV, $P=0.08^2+0.20\times0.05/4=0.008900$~eV$^2$, $c_T=0.000625$, $c_{\rm side}=0.010000$ and $c_{\rm tot}=0.20\times0.0089/0.05=0.035600$~eV$^2$. In eV$^2$,
\begin{align*}
x_T&=\sqrt{(0.0089+0.000625)^2-0.000625\times0.015625}-0.000625=0.008373,\\
x_E&=0.0089-0.015625/4=0.004994,\\
x_{\rm side}&=\sqrt{(0.0089+0.01)^2-0.01\times0.015625}-0.01=0.004176,\\
x_{\rm tot}&=\sqrt{(0.0089+0.0356)^2-0.0356\times0.015625}-0.0356=0.002136,\\
x_A&=0.0089-0.015625/2=0.00109 .
\end{align*}
The splittings $2\sqrt x$ are
\begin{align*}
\Omega_T&=0.183~\text{eV}=0.00673~\text{hartree},\\
\Omega_E&=0.141~\text{eV}=0.00519~\text{hartree},\\
\Omega_{\rm side}&=0.129~\text{eV}=0.00475~\text{hartree},\\
\Omega_{\rm tot}&=0.092~\text{eV}=0.00340~\text{hartree},\\
\Omega_A=\Omega_{\rm mir}&=0.066~\text{eV}=0.00242~\text{hartree},
\end{align*}
and none equals $2g=0.16$~eV. The two probe doublets look very different. With $C=2.560$, $T(0)=1/(1+2.560)^2=0.0789$ against a peak of $0.6863$, whereas $A(0)=0.10\times0.05\times0.08^2/0.0089^2=0.4040$ against a peak of $0.4101$. The absorption dip is less than two percent of its peak value, because $g$ is just above $g_A$. Of the emitted photon, a fraction $0.5753$ leaves through the mirrors and $0.4247$ sideways.

The thresholds, in eV, are
\begin{align*}
g_T&=\big\{\tfrac{0.05}{4}\big[\sqrt{0.25^2+0.05^2}-0.25\big]\big\}^{1/2}=0.0079,\\
g_E&=(0.20-0.05)/4=0.0375,\\
g_{\rm side}&=\big\{\tfrac{0.20}{4}\big[\sqrt{0.25^2+0.20^2}-0.25\big]\big\}^{1/2}=0.0592,\\
g_{\rm tot}&=\big\{0.20^3/[4(2\times0.20+0.05)]\big\}^{1/2}=0.0667,\\
g_A&=\big\{(0.20^2+0.05^2)/8\big\}^{1/2}=0.0729,
\end{align*}
or $0.00029$, $0.00138$, $0.00218$, $0.00245$ and $0.00268$~hartree in the same order. In \eqref{eq:cross}, $|\kappa-3\gamma|/\sqrt{32}=0.0088$~eV lies below $g_E$, so for these linewidths $\Omega_T>\Omega_E$ at every $g>g_E$. The side emission overtakes $\Omega_E$ at $(3\kappa-\gamma)/\sqrt{32}=0.0972$~eV, which is consistent with $\Omega_{\rm side}<\Omega_E$ at $g=0.08$~eV.

At $g=0.05$~eV the eigenvalues are split by $0.066$~eV and the transmission by $0.127$~eV, with $C=1.000$, $T(0)=0.2500$ and a peak of $0.7284$. Absorption and the three emission spectra of the excited emitter have a single peak. At $g=0.03$~eV, $x_E=-0.000506$~eV$^2$ and the eigenvalues are not split, yet $\Omega_T=0.087$~eV, with $T(0)=1/(1+0.360)^2=0.5407$ and a peak of $0.7906$. At this coupling the formulas give $x_{\rm side}=-0.005172$, $x_{\rm tot}=-0.004854$ and $x_A=-0.004413$~eV$^2$, in the reverse of the order derived in (c). That derivation assumed $x(c)>0$, and a negative root marks no peak. It also follows from $2c(x-x_A)=P^2-x^2$ that a root with $x<-P$, as here with $P=0.003400$~eV$^2$, lies below $x_A$.

For equal linewidths $\kappa=\gamma=0.10$~eV and $g=0.08$~eV, $\Omega_T=\Omega_{\rm side}=0.176$~eV, $\Omega_E=0.160$~eV and $\Omega_A=0.125$~eV, with thresholds $g_E=0$, $g_T=0.0243$~eV and $g_A=0.0500$~eV.

For $\kappa=0.20$~eV and $\gamma=0.05$~eV the numerical check locates the peaks and the spectral thresholds on spectra of the full master equation with up to two photons, and requires the splittings of the doublets and the thresholds to agree with the formulas within $2\times10^{-5}$~eV. Where the formulas give a single peak, it requires the maximum to lie within $10^{-4}$~eV of the line centre. For equal linewidths it requires only that $\Omega_T$ and $\Omega_{\rm side}$, located on such spectra, agree with each other within $2\times10^{-5}$~eV; the other equal-linewidth values are evaluated from the formulas. It also tests the formulas on random parameters with a numerically inverted resolvent, together with the orderings other than those of $\Omega_{\rm tot}$ relative to $\Omega_T$ and $\Omega_E$, which rest on the derivations in (c) and (d). The large-$g$ coefficients are tested at $g=3.0$~eV, a value chosen to isolate the asymptotic term of the model and not as a physical coupling. There $g(\Omega_{\rm side}-2g)=0.002491$~eV$^2$ against $\Delta_{\rm side}=0.002500$~eV$^2$. Apart from the much smaller term $\Delta^2/4g^2$ left by expanding the square root, the gap is the neglected term $c_{\rm side}s/2(P+c_{\rm side})\simeq0.01\times0.015625/(2\times3.0^2)$, about $9\times10^{-6}$~eV$^2$.

\section*{Numbers as computed}
\begin{verbatim}
kappa = 0.20 eV (kappa1 = kappa2 = 0.10 eV), gamma = 0.05 eV
s = 0.015625 eV^2, mean damping (kappa+gamma)/4 = 0.0625 eV
--- g = 0.08 eV, 2g = 0.16 eV, P = 0.008900 eV^2, C = 2.560
T      x = +0.008373 eV^2, splitting = 0.18301 eV (numeric 0.18301 eV) = 0.006725 hartree
eig    x = +0.004994 eV^2, splitting = 0.14133 eV (numeric 0.14133 eV) = 0.005194 hartree
side   x = +0.004176 eV^2, splitting = 0.12924 eV (numeric 0.12924 eV) = 0.004750 hartree
total  x = +0.002136 eV^2, splitting = 0.09243 eV (numeric 0.09243 eV) = 0.003397 hartree
A      x = +0.001087 eV^2, splitting = 0.06595 eV (numeric 0.06595 eV) = 0.002424 hartree
mirror x = +0.001087 eV^2, splitting = 0.06595 eV (numeric 0.06595 eV) = 0.002424 hartree
T(0) = 0.0789, T(peak) = 0.6863
c_T = 0.000625, c_side = 0.010000, c_total = 0.035600 eV^2
A(0) = 0.4040, A(peak) = 0.4101
emitted fraction: mirrors 0.5753, side 0.4247
--- g = 0.05 eV, 2g = 0.10 eV, P = 0.005000 eV^2, C = 1.000
T      x = +0.004052 eV^2, splitting = 0.12731 eV (numeric 0.12731 eV)
eig    x = +0.001094 eV^2, splitting = 0.06614 eV (numeric 0.06614 eV)
side   x = -0.001708 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
total  x = -0.002322 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
A      x = -0.002813 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
mirror x = -0.002813 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
T(0) = 0.2500, T(peak) = 0.7284
--- g = 0.03 eV, 2g = 0.06 eV, P = 0.003400 eV^2, C = 0.360
T      x = +0.001912 eV^2, splitting = 0.08745 eV (numeric 0.08745 eV)
eig    x = -0.000506 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
side   x = -0.005172 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
total  x = -0.004854 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
A      x = -0.004413 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
mirror x = -0.004413 eV^2, splitting = 0.00000 eV (numeric 0.00000 eV)
T(0) = 0.5407, T(peak) = 0.7906
--- thresholds in g
T      g = 0.00787 eV (numeric 0.00787 eV) = 0.000289 hartree
eig    g = 0.03750 eV (numeric 0.03750 eV) = 0.001378 hartree
side   g = 0.05923 eV (numeric 0.05923 eV) = 0.002177 hartree
total  g = 0.06667 eV (numeric 0.06667 eV) = 0.002450 hartree
A      g = 0.07289 eV (numeric 0.07289 eV) = 0.002679 hartree
side = eig at g = 0.09723 eV (numeric 0.09723 eV)
|kappa-3 gamma|/sqrt(32) = 0.00884 eV
--- kappa = gamma = 0.10 eV, g = 0.08 eV
splittings: T 0.17601, side 0.17601, eig 0.16000, A 0.12490 eV
thresholds: eig 0.00000, T 0.02429, A 0.05000 eV
--- large coupling g = 3.0 eV
T      Delta = +0.002500 eV^2 (numeric +0.002499 eV^2)
side   Delta = +0.002500 eV^2 (numeric +0.002491 eV^2)
eig    Delta = -0.001406 eV^2 (numeric -0.001406 eV^2)
total  Delta = -0.003750 eV^2 (numeric -0.003751 eV^2)
A      Delta = -0.005313 eV^2 (numeric -0.005313 eV^2)
\end{verbatim}
